**Intersubband plasmons of a doped quantum well in the adiabatic LDA**

With one occupied subband and zero in-plane wavevector, the two-subband result is $E_c^2=E_{21}^2(1+\alpha-\beta)$ for the charge plasmon and $E_s^2=E_{21}^2(1-\gamma)$ for the spin plasmon. Here $E_{21}$ is the self-consistent subband spacing, $\alpha$ the depolarization shift, and $\beta$ and $\gamma$ the excitonic shifts from the charge and spin xc kernels. The program asserts that linear response with all subbands agrees within 0.05 meV with real-time propagation of the nonlinear Kohn–Sham equations, and that the two-subband formulas agree with it within 1%. It also asserts the running-integral form of the Hartree element, the equality of the exchange kernels, the opposite-spin origin of their difference when correlation is included, and grid convergence. In a parabolic well it asserts that the charge mode stays within 0.01 meV of the bare quantum at two densities. For the model well at $3\times10^{11}$ cm$^{-2}$ the output gives 33.64 meV for the charge plasmon and 28.86 meV for the spin plasmon, around a spacing of 30.25 meV. The density scan shows the charge plasmon falling below the subband spacing in dilute wells.

## Check in Python

```python
"""Intersubband charge and spin plasmons of a doped quantum well (adiabatic LDA).

Result under test, one occupied subband, zero in-plane wavevector:
    E_charge^2 = E21^2 (1 + alpha - beta),   E_spin^2 = E21^2 (1 - gamma)
    alpha = 2 N e^2/(eps0 kappa E21) * integral R^2 dz,  R = running integral of phi1 phi2
    beta, gamma = -(2 N/E21) * integral phi1^2 phi2^2 f dz,  f = f_n or f_m
E21: Kohn-Sham subband spacing; N: sheet density; phi1, phi2: envelope functions;
f_n, f_m: second derivatives of the xc energy density with respect to the
density n and the spin density m, at m = 0.
Internal units: meV, nm, and time in hbar/meV.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from pyscf.dft import libxc

MASS, KAPPA = 0.07, 13.0
DEPTH, WIDTH, GRADING = 250.0, 20.0, 1.0
HALF_DOMAIN = 24.0
SHEET = 3.0e-3                      # nm^-2, equal to 3e11 cm^-2
OMEGA0 = 40.0                       # meV, parabolic test well
BOHR = const.physical_constants["Bohr radius"][0] * 1e9 * KAPPA / MASS
HARTREE = const.physical_constants["Hartree energy in eV"][0] * 1e3 * MASS / KAPPA**2
HBAR2_M = HARTREE * BOHR**2         # hbar^2/m*
E2_EPS = 4 * np.pi * HARTREE * BOHR  # e^2/(eps0 kappa)
LDA = "LDA_X,LDA_C_PW"


def xc_potentials(n_up, n_dn, functional=LDA):
    """Spin-up and spin-down LDA potentials in meV, densities in nm^-3."""
    rho = np.array([n_up, n_dn]) * BOHR**3
    v = libxc.eval_xc(functional, rho, spin=1, deriv=1)[1][0]
    return HARTREE * np.asarray(v).T


def xc_kernels(n, functional=LDA, s=1e-3):
    """Charge and spin kernels by central differences of the potentials."""
    n = np.maximum(n, 1e-25)
    plus = xc_potentials(n * (1 + s) / 2, n * (1 + s) / 2, functional)[0]
    minus = xc_potentials(n * (1 - s) / 2, n * (1 - s) / 2, functional)[0]
    up, down = xc_potentials(n * (1 + s) / 2, n * (1 - s) / 2, functional)
    return (plus - minus) / (2 * s * n), (up - down) / (2 * s * n)


def square_well(z):
    a = WIDTH / 2
    return DEPTH * (1 - 0.5 * (np.tanh((z + a) / GRADING) - np.tanh((z - a) / GRADING)))


def parabolic_well(z):
    return 0.5 * OMEGA0**2 / HBAR2_M * z**2


def solve_well(bare_potential, sheet, h=0.5):
    """Self-consistent ground state and all linear-response quantities."""
    half = int(round(HALF_DOMAIN / h))
    index = np.arange(-half, half + 1)
    z = index * h
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = 1.0 - 2.0 * (np.abs(diff) % 2)
    kinetic = HBAR2_M / (2 * h**2) * np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
    # the diagonal term h/6 corrects the quadrature at the kink of |z-z'|
    coulomb = -0.5 * E2_EPS * (np.abs(diff) * h + np.eye(len(z)) * h / 6)
    bare = bare_potential(z)
    energies, vectors = np.linalg.eigh(kinetic + np.diag(bare))
    empty_spacing = energies[1] - energies[0]
    n = sheet * vectors[:, 0]**2 / h
    for iteration in range(500):
        potential = bare + h * coulomb @ n + xc_potentials(n / 2, n / 2)[0]
        energies, vectors = np.linalg.eigh(kinetic + np.diag(potential))
        n_new = sheet * vectors[:, 0]**2 / h
        change = np.max(np.abs(n_new - n)) / sheet
        if change < 1e-11:
            break
        n = n + 0.3 * (n_new - n)
    else:
        raise RuntimeError("ground state not converged")
    phi = vectors / np.sqrt(h)
    n = sheet * phi[:, 0]**2
    gaps = energies[1:] - energies[0]
    e21 = gaps[0]
    fermi = np.pi * HBAR2_M * sheet
    assert fermi < e21, "a second subband would be occupied"

    f_n, f_m = xc_kernels(n)
    pair = phi[:, 0] * phi[:, 1]
    running = CubicSpline(z, pair).antiderivative()(z)
    length = h * np.sum(running**2)
    alpha = 2 * sheet * E2_EPS * length / e21
    beta = -2 * sheet / e21 * h * np.sum(pair**2 * f_n)
    gamma = -2 * sheet / e21 * h * np.sum(pair**2 * f_m)

    def lowest_mode(interaction):
        rho = phi[:, :1] * phi[:, 1:]
        coupling = h**2 * rho.T @ interaction @ rho
        root = np.sqrt(gaps)
        matrix = np.diag(gaps**2) + 2 * sheet * np.outer(root, root) * coupling
        return np.sqrt(np.linalg.eigvalsh(matrix)[0])

    return SimpleNamespace(
        z=z, h=h, sheet=sheet, n=n, phi=phi, energies=energies, vectors=vectors,
        coulomb=coulomb, pair=pair, empty=empty_spacing, e21=e21, fermi=fermi,
        length=length, alpha=alpha, beta=beta, gamma=gamma, f_n=f_n, f_m=f_m,
        charge2=e21 * np.sqrt(1 + alpha - beta), spin2=e21 * np.sqrt(1 - gamma),
        charge=lowest_mode(coulomb + np.diag(f_n / h)),
        spin=lowest_mode(np.diag(f_m / h)))


def real_time_peak(w, spin_sign, dt=1e-3, steps=4000, kick=5e-4):
    """Peak energy of the dipole after a weak kick; spin_sign -1 kicks spins oppositely.

    The static Kohn-Sham Hamiltonian is propagated exactly; the full nonlinear
    change of the Hartree and xc potentials enters as a symmetric phase factor.
    """
    signs = np.array([1.0, spin_sign])
    orbitals = w.phi[:, 0] * np.exp(1j * kick * signs[:, None] * w.z)
    phases = np.exp(-1j * (w.energies - w.energies[0]) * dt)
    static_step = (w.vectors * phases) @ w.vectors.T

    def induced_potential(densities):
        return w.h * w.coulomb @ densities.sum(axis=0) + xc_potentials(*densities)

    reference = induced_potential(np.array([w.n / 2, w.n / 2]))
    change = induced_potential(w.sheet / 2 * np.abs(orbitals)**2) - reference
    signal = np.empty(steps)
    for step in range(steps):
        orbitals = (orbitals * np.exp(-0.5j * dt * change)) @ static_step
        densities = w.sheet / 2 * np.abs(orbitals)**2
        change = induced_potential(densities) - reference
        orbitals = orbitals * np.exp(-0.5j * dt * change)
        signal[step] = w.h * np.sum(w.z * (signs @ densities))
    times = dt * np.arange(1, steps + 1)
    signal = (signal - signal.mean()) * np.hanning(steps)
    times, signal = times[::4], signal[::4]
    scan = np.arange(10.0, 80.0, 0.02)
    spectrum = np.abs(np.exp(1j * np.outer(scan, times)) @ signal)
    return scan[np.argmax(spectrum)]


well = solve_well(square_well, SHEET)

# Depolarization element: double integral against the running-integral form
double_integral = well.h**2 * well.pair @ well.coulomb @ well.pair
assert abs(double_integral / (E2_EPS * well.length) - 1) < 5e-4

# Exchange kernels are equal in both channels and follow the analytic law
inner = np.abs(well.z) < 9
n_in = well.n[inner]
fx_n, fx_m = xc_kernels(n_in, "LDA_X,")
fx_law = -HARTREE * BOHR**3 / 3 * (3 / np.pi)**(1 / 3) * (n_in * BOHR**3)**(-2 / 3)
assert np.allclose(fx_n, fx_law, rtol=1e-4)
assert np.allclose(fx_m, fx_law, rtol=1e-4)

# Difference of the full kernels is the opposite-spin derivative
s = 1e-3
mixed = (xc_potentials(n_in / 2, n_in * (1 + s) / 2)[0]
         - xc_potentials(n_in / 2, n_in * (1 - s) / 2)[0]) / (s * n_in)
assert np.allclose(well.f_n[inner] - well.f_m[inner], mixed, rtol=2e-3)
assert np.all(mixed < 0) and well.beta > well.gamma > 0

# Real-time nonlinear propagation against linear response and the formulas
charge_rt = real_time_peak(well, +1.0)
spin_rt = real_time_peak(well, -1.0)
assert abs(charge_rt - well.charge) < 0.05
assert abs(spin_rt - well.spin) < 0.05
assert abs(well.charge2 / charge_rt - 1) < 0.01
assert abs(well.spin2 / spin_rt - 1) < 0.01

# Grid convergence
fine = solve_well(square_well, SHEET, h=0.4)
grid_change = max(abs(fine.charge - well.charge), abs(fine.spin - well.spin))
assert grid_change < 0.02

# Parabolic well: charge mode pinned at the bare frequency at two densities
parabolic = [solve_well(parabolic_well, sheet) for sheet in (1e-3, SHEET)]
for p in parabolic:
    assert abs(p.charge - OMEGA0) < 0.01
    assert p.spin < p.e21 < OMEGA0

# Density scan: depolarization wins at high density, the excitonic shift at low density
scan_wells = [solve_well(square_well, sheet) for sheet in (1e-4, 3e-4, 1e-3, 3e-3, 5e-3)]
assert scan_wells[0].charge < scan_wells[0].e21
assert scan_wells[-1].charge > scan_wells[-1].e21

to_thz = 1e-3 * const.e / const.h / 1e12
n_center = well.n[len(well.z) // 2]
r_s = (3 / (4 * np.pi * n_center))**(1 / 3) / BOHR
print(f"effective mass {MASS:.2f} m_e, dielectric constant {KAPPA:.1f}")
print(f"well depth {DEPTH:.0f} meV, width {WIDTH:.0f} nm, grading length {GRADING:.0f} nm")
print(f"domain half-width {HALF_DOMAIN:.0f} nm, grid spacing {well.h:.2f} nm")
print(f"sheet density {SHEET * 1e3:.1f} x 10^11 cm^-2 = {SHEET:.4f} nm^-2")
print(f"effective Bohr radius {BOHR:.4f} nm, effective Hartree {HARTREE:.4f} meV")
print(f"hbar^2/m* {HBAR2_M:.2f} meV nm^2, e^2/(eps0 kappa) {E2_EPS:.2f} meV nm")
print(f"central density {n_center:.4e} nm^-3, central r_s {r_s:.3f} (dimensionless)")
print(f"Fermi energy {well.fermi:.3f} meV")
print(f"subband spacing, empty well {well.empty:.3f} meV")
print(f"subband spacing E21, self-consistent {well.e21:.3f} meV")
print(f"integral of R^2 {well.length:.4f} nm")
print(f"alpha {well.alpha:.4f}, beta {well.beta:.4f}, gamma {well.gamma:.4f} (dimensionless)")
print(f"depolarization alone: E21 sqrt(1+alpha) {well.e21 * np.sqrt(1 + well.alpha):.3f} meV")
print(f"charge excitonic alone: E21 sqrt(1-beta) {well.e21 * np.sqrt(1 - well.beta):.3f} meV")
print(f"charge plasmon, two subbands {well.charge2:.3f} meV = {well.charge2 * to_thz:.3f} THz")
print(f"charge plasmon, all subbands {well.charge:.3f} meV; real time {charge_rt:.2f} meV")
print(f"spin plasmon, two subbands {well.spin2:.3f} meV = {well.spin2 * to_thz:.3f} THz")
print(f"spin plasmon, all subbands {well.spin:.3f} meV; real time {spin_rt:.2f} meV")
inferred = (well.charge2**2 - well.spin2**2) / well.e21**2
print(f"alpha wrongly inferred from charge-spin splitting {inferred:.4f} (dimensionless)")
print(f"largest plasmon change on 0.4 nm grid {grid_change:.1e} meV")
print("density scan: N (10^11 cm^-2), E21, charge, spin (meV, all subbands), alpha, beta, gamma")
for w in scan_wells:
    print(f"  {w.sheet * 1e3:4.1f} {w.e21:8.3f} {w.charge:8.3f} {w.spin:8.3f}"
          f" {w.alpha:8.4f} {w.beta:8.4f} {w.gamma:8.4f}")
print(f"parabolic well, bare quantum {OMEGA0:.1f} meV: N (10^11 cm^-2), energies in meV")
for p in parabolic:
    print(f"  N {p.sheet * 1e3:.1f}: E21 {p.e21:.3f}, charge all subbands {p.charge:.4f},"
          f" two subbands {p.charge2:.3f}, spin {p.spin:.3f}")
print("checks complete")
```

Printed output:

```
effective mass 0.07 m_e, dielectric constant 13.0
well depth 250 meV, width 20 nm, grading length 1 nm
domain half-width 24 nm, grid spacing 0.50 nm
sheet density 3.0 x 10^11 cm^-2 = 0.0030 nm^-2
effective Bohr radius 9.8276 nm, effective Hartree 11.2710 meV
hbar^2/m* 1088.57 meV nm^2, e^2/(eps0 kappa) 1391.93 meV nm
central density 2.5730e-04 nm^-3, central r_s 0.992 (dimensionless)
Fermi energy 10.259 meV
subband spacing, empty well 32.355 meV
subband spacing E21, self-consistent 30.254 meV
integral of R^2 1.3023 nm
alpha 0.3595, beta 0.1231, gamma 0.0902 (dimensionless)
depolarization alone: E21 sqrt(1+alpha) 35.275 meV
charge excitonic alone: E21 sqrt(1-beta) 28.330 meV
charge plasmon, two subbands 33.640 meV = 8.134 THz
charge plasmon, all subbands 33.640 meV; real time 33.64 meV
spin plasmon, two subbands 28.857 meV = 6.978 THz
spin plasmon, all subbands 28.855 meV; real time 28.86 meV
alpha wrongly inferred from charge-spin splitting 0.3266 (dimensionless)
largest plasmon change on 0.4 nm grid 1.6e-06 meV
density scan: N (10^11 cm^-2), E21, charge, spin (meV, all subbands), alpha, beta, gamma
   0.1   32.604   32.136   32.284   0.0106   0.0391   0.0195
   0.3   32.537   32.159   32.011   0.0320   0.0551   0.0320
   1.0   32.029   32.468   31.145   0.1093   0.0817   0.0544
   3.0   30.254   33.640   28.855   0.3595   0.1231   0.0902
   5.0   28.433   34.901   26.702   0.6618   0.1550   0.1179
parabolic well, bare quantum 40.0 meV: N (10^11 cm^-2), energies in meV
  N 1.0: E21 39.752, charge all subbands 40.0000, two subbands 40.000, spin 38.958
  N 3.0: E21 37.284, charge all subbands 40.0000, two subbands 40.004, spin 36.042
checks complete
```
